# Reading the Physical Scattering Rate from Null Events in Monte Carlo

**Setting.** In a Monte Carlo simulation of channel transport, a carrier flies freely under the field, and its flight is interrupted by events. The events arrive at random with a constant total rate \(\Gamma\), whatever the state \(k\) of the carrier. At each event the program computes the physical scattering rate \(\lambda(k)\), the sum over all mechanisms. With probability \(\lambda(k)/\Gamma\) the event is a physical collision and a new state is drawn. Otherwise the event is null: the state is left unchanged and the flight goes on. It is assumed that \(\lambda(k)\le\Gamma\) in every state visited, unless a part says otherwise.

A steady-state run, with its initial transient discarded, has \(\Gamma=5\times10^{13}\ \mathrm{s^{-1}}\) and records 72 percent null events.

## (a) The relation

**Question.** Derive the relation between the long-run null fraction \(f\) and the time-averaged physical rate \(\langle\lambda\rangle=\frac1T\int_0^T\lambda(k(t))\,dt\).

**Answer.** In a short time \(dt\) an event occurs with probability \(\Gamma\,dt\), independent of the state and of the past. Over a long time \(T\) the number of events therefore satisfies

\[
\frac{N_{\rm all}}{T}\to\Gamma .
\]

A physical collision needs an event and its acceptance, so its probability in \(dt\) is

\[
\Gamma\,dt\times\frac{\lambda(k(t))}{\Gamma}=\lambda(k(t))\,dt .
\]

The total rate cancels, so null events do not alter the physical collision law. The collision count in each \(dt\) differs from \(\lambda\,dt\) by a fluctuation of zero mean and variance \(\lambda\,dt\), and fluctuations in different intervals are uncorrelated. The difference \(N_{\rm real}-\int_0^T\lambda\,dt\) thus has a typical size \(\sqrt{\langle\lambda\rangle T}\), which is negligible beside \(\langle\lambda\rangle T\) for large \(T\). Hence

\[
\frac{N_{\rm real}}{T}\to\langle\lambda\rangle .
\]

Dividing the two limits, and using \(N_{\rm real}/N_{\rm all}=1-f\), gives

\[
1-f=\frac{\langle\lambda\rangle}{\Gamma}
\qquad\Longrightarrow\qquad
\langle\lambda\rangle=\Gamma(1-f).
\]

The constancy of \(\Gamma\) makes the events sample all times evenly, so that a fraction of events can be read as an average over time. If \(\Gamma\) varies during the run but still bounds \(\lambda\), the same counting gives \(1-f=\langle\lambda\rangle/\langle\Gamma\rangle\), where \(\langle\Gamma\rangle\) is the time average of the total rate actually used.

## (b) Numbers

**Question.** Find the time-averaged physical rate, the mean time between physical collisions and the number of null events per collision. How much uncertainty comes from quoting \(f\) to a whole percent?

**Answer.** The physical fraction is \(1-0.72=0.28\), so

\[
\langle\lambda\rangle=0.28\times5\times10^{13}\ \mathrm{s^{-1}}
=1.4\times10^{13}\ \mathrm{s^{-1}} .
\]

The mean time between physical collisions is \(1/\langle\lambda\rangle=71\) fs, while events of either kind are \(1/\Gamma=20\) fs apart on average. There are \(0.72/0.28=2.6\) null events per collision.

A value rounded to 72 percent may lie between 71.5 and 72.5 percent. The rate then lies between \(1.425\times10^{13}\) and \(1.375\times10^{13}\ \mathrm{s^{-1}}\), a range of about \(\pm2\) percent of the rate.

## (c) A check with two states

**Question.** A carrier has two states with \(\lambda_1=1.05\times10^{13}\) and \(\lambda_2=2.10\times10^{13}\ \mathrm{s^{-1}}\), and each physical collision switches the state. Find the collision rate without using null events. Then find the null fraction for the given \(\Gamma\) and compare.

**Answer.** The mean stays are \(1/\lambda_1=95.2\) fs and \(1/\lambda_2=47.6\) fs. One full cycle contains two collisions and lasts 142.9 fs on average, so the rate is

\[
\frac{2}{1/\lambda_1+1/\lambda_2}=1.4\times10^{13}\ \mathrm{s^{-1}} .
\]

The carrier spends 2/3 of its time in state 1 and 1/3 in state 2. Events sample time evenly, so these are also the shares of events that find it in each state. The acceptance probabilities are \(\lambda_1/\Gamma=0.21\) and \(\lambda_2/\Gamma=0.42\), and

\[
f=\tfrac23(1-0.21)+\tfrac13(1-0.42)=0.72 .
\]

The relation of part (a) turns this into \(1.4\times10^{13}\ \mathrm{s^{-1}}\), in agreement with the waiting times.

## (d) Sampling at the wrong moments

**Question.** Someone averages the values of \(\lambda\) found just before physical collisions only. What does this give, in general and for part (c)?

**Answer.** Physical collisions occur in proportion to \(\lambda\), so a state enters this average with its time share multiplied by \(\lambda\):

\[
\lambda_{\rm coll}=\frac{\langle\lambda^2\rangle}{\langle\lambda\rangle}
=\langle\lambda\rangle+\frac{\langle\lambda^2\rangle-\langle\lambda\rangle^2}{\langle\lambda\rangle}
\ge\langle\lambda\rangle .
\]

The excess is the variance of \(\lambda\) divided by its mean; it vanishes if \(\lambda\) is constant. In units of \(10^{13}\ \mathrm{s^{-1}}\), the two-state case gives

\[
\frac{\frac23(1.05)^2+\frac13(2.10)^2}{1.4}
=\frac{0.735+1.470}{1.4}=1.575 ,
\]

which is 12.5 percent above the time average. Averaging \(\lambda\) before all events, null ones included, gives the time average.

## (e) A total rate that is too small

**Question.** Repeat part (c) with \(\Gamma=1.5\times10^{13}\ \mathrm{s^{-1}}\). What goes wrong?

**Answer.** In state 2 the ratio \(\lambda_2/\Gamma\) exceeds one. Every event there is accepted, but events arrive only at the rate \(\Gamma\), so the carrier leaves state 2 at \(1.5\times10^{13}\) instead of \(2.1\times10^{13}\ \mathrm{s^{-1}}\). The null count now returns

\[
\frac{2}{1/1.05+1/1.50}\times10^{13}\ \mathrm{s^{-1}}
=1.24\times10^{13}\ \mathrm{s^{-1}} ,
\]

which is too low. The motion itself is also wrong. The share of time in state 2 rises from 0.333 to

\[
\frac{1/1.50}{1/1.05+1/1.50}=0.412 ,
\]

and the time average of the intended rate becomes \(0.588\times1.05+0.412\times2.10=1.48\), in the same units. Correcting the count afterwards would therefore not repair the run.

## (f) A simulated film

**Question.** Holes in a tellurium film are modelled at 300 K with a parabolic, isotropic band of mass \(0.2\,m_0\). Elastic acoustic scattering and scattering by 15 meV optical phonons both randomize the direction of motion. The coupling strengths are calibrated so that each process supplies half of \(1.4\times10^{13}\ \mathrm{s^{-1}}\) in equilibrium. The field is 1 kV/cm, and \(3.6\times10^{6}\) events are recorded from 6000 independent holes. The results, with rates in \(10^{13}\ \mathrm{s^{-1}}\), are:

- null fraction 71.64 percent, giving a rate of 1.418 with standard error 0.0046;
- \(\lambda\) integrated over time along the same flights: 1.419;
- a separate simulation without null events: 1.421, standard error 0.0059;
- total rate doubled: null fraction 85.92 percent, rate 1.408;
- field raised to 5 kV/cm, with the doubled total rate: 1.672 from the null count, 1.677 from the time integral.

Do these support part (a)? Is the quoted error the one expected for independent events?

**Answer.** They do. The null count and the time integral differ by about 0.1 percent at 1 kV/cm and by 0.3 percent at 5 kV/cm. The standard error of this difference is about 0.001 and 0.002 in the units above, so the gaps are about one and about 2.5 standard errors. The simulation without null events agrees within its standard error. Doubling \(\Gamma\) changes the null fraction greatly but the inferred rate by 0.7 percent, about one and a half times the combined standard error of the two runs (the doubled run covers half the time and has an error near 0.005). Because the couplings were calibrated, the closeness to \(1.4\times10^{13}\ \mathrm{s^{-1}}\) is not a prediction for tellurium. The evidence lies in the agreement between different ways of finding the rate.

The rate at 1 kV/cm is slightly above its equilibrium value. Heating by the field is the likely reason, since \(\lambda\) grows with energy in this model and the rate is clearly higher at 5 kV/cm. The Boltzmann equation for this model gives 1.414 at 1 kV/cm and about 1.69 at 5 kV/cm; the 5 kV/cm values above carry a statistical error of about 0.006 and lie roughly 1 percent low.

For independent events the standard error of the rate would be

\[
\Gamma\sqrt{\frac{f(1-f)}{N_{\rm all}}}
=5\times10^{13}\sqrt{\frac{0.7164\times0.2836}{3.6\times10^{6}}}\ \mathrm{s^{-1}}
=1.2\times10^{10}\ \mathrm{s^{-1}} .
\]

The error found from the scatter between groups of holes is \(4.6\times10^{10}\ \mathrm{s^{-1}}\), about four times larger. That figure comes from only 30 groups and is itself uncertain by about 13 percent; the value expected for this model and run length is near \(3.8\times10^{10}\ \mathrm{s^{-1}}\), about three times the independent-event error. Successive events of one hole are not independent: a null event leaves its state unchanged and an acoustic collision keeps its energy, and an optical phonon changes the energy by less than \(k_BT\), so a hole with a high \(\lambda\) tends to keep a high value for many events. The correlation between the outcomes of successive events is only about 0.09, but it decays over some 60 events, which multiplies the variance by about \(1+2\times0.09\times60\approx 11\) and the error by about three.

The condition \(\lambda\le\Gamma\) is violated above 0.372 eV, but only about 5 in a million events of the first run occur there, too few to matter for the rate.

## (g) Rate and mobility

**Question.** The estimate \(e/(m\langle\lambda\rangle)\) with \(1.4\times10^{13}\ \mathrm{s^{-1}}\) gives 628 cm²/Vs. The run at 1 kV/cm gives a mobility of \(513\pm21\) cm²/Vs. Explain the difference, taking \(\lambda\propto\sqrt E\) and a weak field \(F\).

**Answer.** Let \(f_0\) be the equilibrium distribution and \(f_1\) the part of the distribution odd in velocity. Collisions that randomize direction remove \(f_1\) at the rate \(\lambda\) and return carriers evenly over directions, which adds nothing odd. In the steady state, to first order in \(F\),

\[
eF\frac{\partial f_0}{\partial p_x}=-\lambda f_1,
\qquad
\frac{\partial f_0}{\partial p_x}=-\frac{v_x}{k_BT}f_0
\quad\Longrightarrow\quad
f_1=\frac{eFv_x}{\lambda k_BT}f_0 .
\]

The drift velocity is the average of \(v_x\) over \(f_1\). Averaging over directions replaces \(v_x^2\) by \(v^2/3=2E/(3m)\). With \(x=E/k_BT\), the mobility is

\[
\mu=\frac{e}{k_BT}\left\langle\frac{v_x^2}{\lambda}\right\rangle
=\frac{2e}{3m}\left\langle\frac{x}{\lambda}\right\rangle .
\]

Now put \(\lambda=c\sqrt x\). The equilibrium weight is \((2/\sqrt\pi)\sqrt x\,e^{-x}\), so \(\langle\sqrt x\rangle=(2/\sqrt\pi)\int_0^\infty x\,e^{-x}dx=2/\sqrt\pi\). Then

\[
\mu=\frac{2e}{3mc}\,\frac{2}{\sqrt\pi},\qquad
\langle\lambda\rangle=\frac{2c}{\sqrt\pi},\qquad
\frac{\mu}{e/(m\langle\lambda\rangle)}
=\frac23\left(\frac{2}{\sqrt\pi}\right)^2=\frac{8}{3\pi}=0.85 .
\]

The simulated ratio is \(513/628=0.82\), with an uncertainty of 0.03. The ratio is below one because \(\lambda\) and \(x/\lambda\) both grow with energy here, so the product of their averages is smaller than the average of their product, \(\langle x\rangle=3/2\). If \(\lambda\) were constant, or proportional to \(E\), the two would be equal and the ratio would be one. Collisions that favour small deflections act in the opposite direction: they count fully in \(\langle\lambda\rangle\) but relax little momentum, so they raise the ratio and can carry it well above one.

## (h) The real film

**Question.** Which assumptions of part (f) would a real tellurium channel break, and by how much would the rate move?

**Answer.** The parameters are round numbers, not fitted to a measured film. The band shape also matters. With a gap of about 0.33 eV and a nonparabolicity parameter of \((1-0.2)^2/0.33=1.9\ \mathrm{eV^{-1}}\), the density of states of a simple two-band model raises the equilibrium rate at fixed couplings from \(1.4\times10^{13}\) to \(1.94\times10^{13}\ \mathrm{s^{-1}}\), or by nearly 40 percent. This overstates the effect, because the same model has an overlap factor between band states that weakens scattering; including it reduces the rise to 14 or 15 percent. The size is uncertain: if the parameter is taken as \(1/0.33=3.0\ \mathrm{eV^{-1}}\), the rise is about 65 percent without the overlap factor and about 25 percent with it. For the smaller parameter, the rate would reach \(\Gamma\) at 0.132 eV without the factor and near 0.2 eV with it, about five and eight times \(k_BT\). In either case \(\Gamma\) would have to be raised to bound the rate in all states visited. Operation at 358 K instead of 300 K, in the parabolic model, gives \(1.85\times10^{13}\ \mathrm{s^{-1}}\). In a film 30 nm thick, each hole meets a surface \(4.0\times10^{12}\) times per second, which would add up to 29 percent to the rate if every hit scattered diffusely. Pauli exclusion at \(2\times10^{17}\ \mathrm{cm^{-3}}\) would block about 2 percent of the collisions. Polar coupling, impurities and the detailed valence-band shape, including its direction-dependent mass, are left out and have not been sized. The picture of free flights between sharp collisions is itself only approximate here: \(\hbar\langle\lambda\rangle=9\) meV is not small beside the 15 meV phonon or \(k_BT=26\) meV, and in a 30 nm film the first subband spacing is 6 meV, so only about three subbands lie below \(k_BT\).

Changes in band shape, temperature and occupation alter \(\lambda\), and with it the null fraction. Surface hits are different: they happen where a flight meets the boundary, not at a rate \(\lambda(k)\), so the null count does not include them and they must be counted separately. For the collisions inside the film the relation of part (a) still holds, provided that \(\Gamma\) still bounds the new rate and that collisions refused by Pauli exclusion are counted as null.

## Numbers as computed

```
Given total event rate: 5e+13 1/s
Given null fraction: 72 %
Physical fraction: 28 %
Inferred time-averaged physical rate: 1.4e+13 1/s
Mean time between all events: 20 fs
Mean time between physical collisions: 71.43 fs
Null events per physical event: 2.571
Rate if null fraction is 72.5%: 1.375e+13 1/s
Rate if null fraction is 71.5%: 1.425e+13 1/s
Two-state lower rate: 1.05e+13 1/s
Two-state higher rate: 2.1e+13 1/s
Two-state time share at lower rate: 66.67 %
Two-state null fraction: 72 %
Two-state rate from waiting times: 1.4e+13 1/s
Two-state average at physical events: 1.575e+13 1/s
Model hole mass: 0.2 m0
Model temperature: 300 K
Model phonon energy: 15 meV
Model gap: 0.33 eV
Model field: 1 kV/cm
Model film thickness: 30 nm
Model hole density: 2e+17 1/cm^3
Events recorded in main run: 3600000
Main run null fraction: 71.64 %
Main run rate from null count: 1.418e+13 1/s
Standard error of that rate: 4.6e+10 1/s
Main run rate from time integral: 1.419e+13 1/s
Main run average at physical events: 1.737e+13 1/s
Direct run rate without null events: 1.421e+13 1/s
Standard error of direct rate: 5.9e+10 1/s
Doubled total rate: null fraction: 85.92 %
Doubled total rate: inferred rate: 1.408e+13 1/s
High field: 5 kV/cm
High-field rate from null count: 1.672e+13 1/s
High-field rate from time integral: 1.677e+13 1/s
Undersized total rate: 1.5e+13 1/s
Undersized run: inferred rate: 1.223e+13 1/s
Undersized run: time average of intended rate: 1.556e+13 1/s
Rough mobility e/(mass*rate): 628 cm^2/Vs
Main run mobility: 513 cm^2/Vs
Standard error of mobility: 21 cm^2/Vs
Energy where physical rate reaches total rate: 0.372 eV
Main run events above that limit: 5e-06 fraction
Nonparabolic equilibrium rate: 1.94e+13 1/s
Nonparabolic energy at rate limit: 0.132 eV
Surface hits per hole: 4.01e+12 1/s
First subband spacing: 6.27 meV
Thermal energy kT: 25.9 meV
Collisions blocked by Pauli exclusion: 2.1 %
Assumed mass anisotropy ratio: 2
Acceleration on light axis / isotropic: 1.26
Acceleration on heavy axis / isotropic: 0.63
Warm operating temperature: 358 K
Equilibrium rate when warm: 1.85e+13 1/s
Equilibrium holes above gap energy: 1.2e-05 fraction
Interband tunnelling exponent: 5.79e+03
```
